# Why Gaussian contact-diameter spread does not fix the missing-contact rate: test program

```python
"""
Result under test: a Gaussian fitted to contact diameters (CD) badly
underestimates the missing-contact rate, because the diameter closes as
a square root at a finite acid deficit. Independent acid counts alone have
a thin lower tail; rare quencher aggregates make the missing tail heavier.

Symbols (lengths in nm, counts per blur volume):
  photons    mean absorbed photons (Poisson)
  acid_yield mean acids per photon (Poisson)
  quencher   mean number of single quencher molecules (Poisson)
  threshold  net acid needed for dissolution
  width      Gaussian width of the blurred acid image
  A, B       acid and quencher counts; D = A - B - threshold
  CD = 2 width sqrt(2 ln(A/(B+threshold))); missing if D <= 0
"""
import numpy as np
from scipy.optimize import brentq
from scipy.stats import norm, poisson

photons, acid_yield, quencher, threshold = 300.0, 2.0, 100.0, 264
width, aggregate_size, aggregate_mean = 10.0, 200, 1e-5
LN10 = np.log(10.0)


def log10_gauss(z):
    """log10 of the Gaussian probability below -z."""
    return norm.logcdf(-z) / LN10


# ---------- exact count distributions ----------
acid = np.arange(1201)
base = np.arange(601)
photon_number = np.arange(601)
p_acid = poisson.pmf(photon_number, photons) @ poisson.pmf(
    acid[None, :], acid_yield * photon_number[:, None])
p_base = poisson.pmf(base, quencher)
assert abs(p_acid.sum() - 1) < 1e-10 and abs(p_base.sum() - 1) < 1e-10
joint = p_acid[:, None] * p_base[None, :]


def contact_statistics(nu):
    """Missing rate and CD statistics of open contacts by explicit sums."""
    missing, diameters, weights = 0.0, [], []
    for k in range(3):
        p = joint * poisson.pmf(k, nu)
        need = (base + threshold + k * aggregate_size)[None, :]
        is_open = acid[:, None] > need
        missing += p[~is_open].sum()
        ratio = (np.maximum(acid[:, None], 1) / need)[is_open]
        diameters.append(2 * width * np.sqrt(2 * np.log(ratio)))
        weights.append(p[is_open])
        if nu == 0:
            break
    d, p = np.concatenate(diameters), np.concatenate(weights)
    p = p / p.sum()
    mean = p @ d
    sd = np.sqrt(p @ (d - mean)**2)
    return missing, mean, sd, d, p


def missing_by_fourier(nu):
    """Missing rate from the characteristic function of A - B."""
    size = 4096
    u = np.exp(2j * np.pi * np.arange(size) / size)
    log_cf = (photons * (np.exp(acid_yield * (u - 1)) - 1)
              + quencher * (1 / u - 1) + nu * (u**(-aggregate_size) - 1))
    pmf = np.fft.fft(np.exp(log_cf)).real / size
    return pmf[:threshold + 1].sum()


p_miss, cd_mean, cd_sd, cds, cd_weights = contact_statistics(0.0)
p_agg, agg_mean, agg_sd, _, _ = contact_statistics(aggregate_mean)
assert abs(missing_by_fourier(0.0) / p_miss - 1) < 1e-4
assert abs(missing_by_fourier(aggregate_mean) / p_agg - 1) < 1e-4
order = np.argsort(cds)
core_gap = np.max(np.abs(np.cumsum(cd_weights[order])
                         - norm.cdf((cds[order] - cd_mean) / cd_sd)))

# ---------- linearized spread and the two distances ----------
mean_acid = photons * acid_yield
var_acid = photons * (acid_yield + acid_yield**2)
need0 = quencher + threshold
L = np.log(mean_acid / need0)
cd0 = 2 * width * np.sqrt(2 * L)
sigma_L = np.sqrt(var_acid / mean_acid**2 + quencher / need0**2)
cd_sd_linear = 4 * width**2 / cd0 * sigma_L
z_linear = 2 * L / sigma_L
z_measured = cd_mean / cd_sd
sd_margin = np.sqrt(var_acid + quencher)
z_margin = (mean_acid - need0) / sd_margin
low_ratio, high_ratio = (1 - np.exp(-L)) / (2 * L), (np.exp(L) - 1) / (2 * L)
L_limit = brentq(lambda x: np.exp(x) - 1 - 2 * x, 0.5, 3)
# second-order curvature of the square root changes these by a few percent
assert abs(cd_sd_linear / cd_sd - 1) < 0.06
assert abs(z_linear / z_measured - 1) < 0.06
assert low_ratio < z_margin / z_linear < high_ratio

# ---------- pure Poisson acid: true and extrapolated exponents ----------
open_fraction = 0.6
L_pure = -np.log(open_fraction)
log_p = [np.log(poisson.cdf(round(open_fraction * n), n)) for n in (2000, 4000)]
exponent_sum = (log_p[0] - log_p[1]) / 2000
exponent_true = 1 - (1 + L_pure) * np.exp(-L_pure)
assert abs(exponent_sum / exponent_true - 1) < 0.01
counts = np.arange(2401, 6000)
weight = poisson.pmf(counts, 4000)
pure_cd = 2 * width * np.sqrt(2 * np.log(counts / 2400))
pure_mean = weight @ pure_cd
pure_var = weight @ (pure_cd - pure_mean)**2
exponent_gauss = 2 * L_pure**2
assert abs(pure_mean**2 / pure_var / 2 / 4000 / exponent_gauss - 1) < 0.01
assert exponent_gauss / exponent_sum > 4

# ---------- thin acid tail and third cumulant ----------
cdf_acid = np.cumsum(p_acid)
below = acid < mean_acid
assert np.all(cdf_acid[below]
              <= np.exp(-(mean_acid - acid[below])**2 / (2 * var_acid)))
third = photons * (acid_yield + 3 * acid_yield**2 + acid_yield**3) - quencher
margin = acid[:, None] - base[None, :] - threshold
third_sum = np.sum(joint * (margin - np.sum(joint * margin))**3)
assert abs(third_sum / third - 1) < 1e-5
skewness = third / sd_margin**3


def tilt(limit):
    """Saddle theta, cumulant function and its curvature for A-B <= limit."""
    def slope(t):
        g = np.exp(acid_yield * (np.exp(-t) - 1))
        return (-photons * acid_yield * np.exp(-t) * g
                + quencher * np.exp(t) + limit)
    t = brentq(slope, 0, 2)
    e = np.exp(-t)
    g = np.exp(acid_yield * (e - 1))
    value = photons * (g - 1) + quencher * (1 / e - 1) + t * limit
    curvature = (photons * g * (acid_yield * e + (acid_yield * e)**2)
                 + quencher / e)
    return t, value, curvature


z_small = 0.5
small_value = tilt(mean_acid - quencher - z_small * sd_margin)[1]
excess = -small_value - z_small**2 / 2
assert abs(excess / (skewness * z_small**3 / 6) - 1) < 0.05
theta, cumulant, curvature = tilt(threshold)
p_saddle = np.exp(cumulant) / ((1 - np.exp(-theta))
                               * np.sqrt(2 * np.pi * curvature))
# leading-order saddle formula: relative error about 1/(theta^2 curvature)
assert abs(p_saddle / p_miss - 1) < 0.10

# ---------- separation of causes ----------
linear_closed = ((acid[:, None] - mean_acid) / mean_acid
                 - (base[None, :] - quencher) / need0) <= -2 * L
log_discrete_linear = np.log10(joint[linear_closed].sum())
log_gauss_linear = log10_gauss(z_linear)
p_gauss_full = norm.cdf(-(mean_acid - need0 - 0.5) / sd_margin)
assert log_discrete_linear < log_gauss_linear
assert p_miss < p_gauss_full
assert np.log10(p_miss) > log_gauss_linear + 10

# ---------- aggregates ----------
p_one = np.sum(p_base * cdf_acid[base + threshold + aggregate_size])
assert abs((p_miss + aggregate_mean * p_one) / p_agg - 1) < 1e-3
sd_change = agg_sd / cd_sd - 1
sd_margin_agg = np.sqrt(sd_margin**2 + aggregate_mean * aggregate_size**2)
agg_margin_mean = mean_acid - need0 - aggregate_mean * aggregate_size
p_gauss_agg = norm.cdf(-(agg_margin_mean - 0.5) / sd_margin_agg)
assert p_agg > 10 * p_gauss_agg and p_agg > 10 * p_miss
assert abs(sd_change) < 0.002
cutoff = cd_mean + cd_sd * norm.ppf(p_miss)
cutoff_agg = agg_mean + agg_sd * norm.ppf(p_agg)
contacts_needed = np.log(20) / p_miss
contacts_needed_agg = np.log(20) / p_agg

# ---------- spatial model: random photon positions, blur, threshold ----------
rng = np.random.default_rng(12345)
image_width, blur = 8.0, 6.0
source = np.arange(-30, 31, 2.0)
target = np.arange(-24, 25, 1.0)
kernel = np.exp(-(target[:, None] - source[None, :])**2 / (2 * blur**2))
centre = len(target) // 2
centre_kernel = np.outer(kernel[centre], kernel[centre])
profile = np.exp(-source**2 / (2 * image_width**2))
profile = np.outer(profile, profile)
profile /= profile.sum()


def simulate(total, fraction, tilted, samples):
    """Missing indicators times likelihood weights, and diameters."""
    rate = total * profile
    level = fraction * acid_yield * np.sum(rate * centre_kernel)

    def tilted_rates(t):
        e = np.exp(-t * centre_kernel)
        return rate * np.exp(acid_yield * (e - 1)), acid_yield * e

    t = 0.0
    if tilted:
        def gap(x):
            r, y = tilted_rates(x)
            return np.sum(r * y * centre_kernel) - 0.96 * level
        t = brentq(gap, 0, 5)
    r, y = tilted_rates(t)
    log_norm = np.sum(r - rate)
    scores, diameters = [], []
    for _ in range(samples // 1000):
        hits = rng.poisson(r, size=(1000,) + r.shape)
        acids = rng.poisson(hits * y).astype(float)
        field = kernel @ acids @ kernel.T
        closed = field.max(axis=(1, 2)) <= level
        log_w = t * field[:, centre, centre] + log_norm
        score = np.zeros(1000)
        score[closed] = np.exp(log_w[closed])
        scores.append(score)
        area = np.sum(field > level, axis=(1, 2)) * 1.0
        diameters.append(2 * np.sqrt(area / np.pi))
    return np.concatenate(scores), np.concatenate(diameters)


def mean_error(x):
    return x.mean(), x.std(ddof=1) / np.sqrt(len(x))


direct, direct_err = mean_error(simulate(60, 0.8, False, 8000)[0])
biased, biased_err = mean_error(simulate(60, 0.8, True, 8000)[0])
assert direct * 8000 > 20
assert abs(direct - biased) < 5 * np.hypot(direct_err, biased_err)
spatial_photons, spatial_fraction = 450, np.exp(-0.5)
spatial_cd = simulate(spatial_photons, spatial_fraction, False, 4000)[1]
spatial_cd = spatial_cd[spatial_cd > 0]
spatial_mean, spatial_sd = spatial_cd.mean(), spatial_cd.std(ddof=1)
spatial_p, spatial_err = mean_error(
    simulate(spatial_photons, spatial_fraction, True, 12000)[0])
spatial_gauss = log10_gauss(spatial_mean / spatial_sd)
assert spatial_err < 0.15 * spatial_p
assert np.log10(spatial_p) > spatial_gauss + 5

# ---------- numbers for the text ----------
print(f"photons {photons:.0f}, acids per photon {acid_yield:.0f} (counts)")
print(f"quencher {quencher:.0f}, threshold {threshold} (counts)")
print(f"image width w = {width:.1f} nm")
print(f"mean acid {mean_acid:.0f}, acid variance {var_acid:.0f} (counts)")
print(f"L = {L:.4f}, sigma_L = {sigma_L:.5f} (no unit)")
print(f"CD at mean counts = {cd0:.3f} nm")
print(f"CD mean, open contacts = {cd_mean:.3f} nm")
print(f"CD standard deviation, exact = {cd_sd:.4f} nm")
print(f"CD standard deviation, linearized = {cd_sd_linear:.4f} nm")
print(f"largest CDF gap to fitted Gaussian = {core_gap:.4f}")
print(f"Gaussian distance to zero CD: measured {z_measured:.3f} sigma")
print(f"Gaussian distance to zero CD: linearized {z_linear:.3f} sigma")
print(f"margin mean {mean_acid-need0:.0f}, sd {sd_margin:.3f} (counts)")
print(f"margin distance to closure = {z_margin:.3f} sigma")
print(f"distance ratio z_D/z_G = {z_margin/z_linear:.4f}")
print(f"bounds on ratio = {low_ratio:.4f} to {high_ratio:.4f}")
print(f"L where upper bound reaches one = {L_limit:.4f}")
print(f"log10 missing rate, CD extrapolation = {log10_gauss(z_measured):.2f}")
print(f"missing rate, exact sum = {p_miss:.4e} per contact")
print(f"missing rate, saddle formula = {p_saddle:.4e} per contact")
print(f"saddle theta = {theta:.5f}, K = {cumulant:.4f}, K'' = {curvature:.2f}")
print(f"margin third cumulant = {third:.0f}, skewness = {skewness:.5f}")
print(f"pure Poisson case: L = {L_pure:.4f}")
print(f"pure Poisson true exponent, formula = {exponent_true:.5f} per count")
print(f"pure Poisson true exponent, sums = {exponent_sum:.5f} per count")
print(f"pure Poisson extrapolated exponent = {exponent_gauss:.5f} per count")
print(f"pure Poisson exponent ratio = {exponent_gauss/exponent_true:.3f}")
print(f"log10 rate, Gaussian counts, linear CD = {log_gauss_linear:.2f}")
print(f"log10 rate, discrete counts, linear CD = {log_discrete_linear:.2f}")
print(f"log10 rate, Gaussian counts, full CD = {np.log10(p_gauss_full):.2f}")
print(f"log10 rate, discrete counts, full CD = {np.log10(p_miss):.2f}")
print(f"aggregate size {aggregate_size}, mean number {aggregate_mean:.0e}")
print(f"missing probability given one aggregate = {p_one:.4f}")
print(f"missing rate with aggregates = {p_agg:.4e} per contact")
print(f"rate increase by aggregates = {p_agg/p_miss:.1f} times")
print(f"relative change of CD sd = {100*sd_change:.4f} percent")
print(f"Gaussian-margin rate with aggregates = {p_gauss_agg:.3e}")
print(f"log10 CD extrapolation, aggregates = {log10_gauss(agg_mean/agg_sd):.2f}")
print(f"matching cutoff CD, no aggregates = {cutoff:.3f} nm")
print(f"matching cutoff CD, aggregates = {cutoff_agg:.3f} nm")
print(f"contacts for 95% chance of a failure = {contacts_needed:.2e}")
print(f"same with aggregates = {contacts_needed_agg:.2e}")
print(f"spatial: image width {image_width:.0f} nm, blur {blur:.0f} nm")
print(f"spatial: {spatial_photons} photons, level {spatial_fraction:.4f} of peak")
print(f"spatial CD mean {spatial_mean:.2f} nm, sd {spatial_sd:.3f} nm")
print(f"spatial log10 rate, CD extrapolation = {spatial_gauss:.1f}")
print(f"spatial missing rate = {spatial_p:.2e} +- {spatial_err:.1e}")
print(f"sampler check, direct = {direct:.4f} +- {direct_err:.4f}")
print(f"sampler check, tilted = {biased:.4f} +- {biased_err:.4f}")
print("checks complete")
```

It prints:

```
photons 300, acids per photon 2 (counts)
quencher 100, threshold 264 (counts)
image width w = 10.0 nm
mean acid 600, acid variance 1800 (counts)
L = 0.4998, sigma_L = 0.07586 (no unit)
CD at mean counts = 19.996 nm
CD mean, open contacts = 19.893 nm
CD standard deviation, exact = 1.5484 nm
CD standard deviation, linearized = 1.5175 nm
largest CDF gap to fitted Gaussian = 0.0231
Gaussian distance to zero CD: measured 12.847 sigma
Gaussian distance to zero CD: linearized 13.176 sigma
margin mean 236, sd 43.589 (counts)
margin distance to closure = 5.414 sigma
distance ratio z_D/z_G = 0.4109
bounds on ratio = 0.3935 to 0.6486
L where upper bound reaches one = 1.2564
log10 missing rate, CD extrapolation = -37.35
missing rate, exact sum = 2.6259e-09 per contact
missing rate, saddle formula = 2.6872e-09 per contact
saddle theta = 0.15917, K = -17.2089, K'' = 1148.81
margin third cumulant = 6500, skewness = 0.07848
pure Poisson case: L = 0.5108
pure Poisson true exponent, formula = 0.09350 per count
pure Poisson true exponent, sums = 0.09368 per count
pure Poisson extrapolated exponent = 0.52189 per count
pure Poisson exponent ratio = 5.581
log10 rate, Gaussian counts, linear CD = -39.22
log10 rate, discrete counts, linear CD = -53.14
log10 rate, Gaussian counts, full CD = -7.48
log10 rate, discrete counts, full CD = -8.58
aggregate size 200, mean number 1e-05
missing probability given one aggregate = 0.2090
missing rate with aggregates = 2.0922e-06 per contact
rate increase by aggregates = 796.7 times
relative change of CD sd = 0.0248 percent
Gaussian-margin rate with aggregates = 3.293e-08
log10 CD extrapolation, aggregates = -37.33
matching cutoff CD, no aggregates = 10.851 nm
matching cutoff CD, aggregates = 12.765 nm
contacts for 95% chance of a failure = 1.14e+09
same with aggregates = 1.43e+06
spatial: image width 8 nm, blur 6 nm
spatial: 450 photons, level 0.6065 of peak
spatial CD mean 19.98 nm, sd 1.219 nm
spatial log10 rate, CD extrapolation = -59.9
spatial missing rate = 1.32e-09 +- 3.6e-11
sampler check, direct = 0.1111 +- 0.0035
sampler check, tilted = 0.1079 +- 0.0016
checks complete
```
